# Electronic friction of an atom in jellium from self-consistent phase shifts: verification in Python

```python
"""Electronic friction of an atom embedded in jellium (LDA, Hartree atomic units).

Result under test: a slow atom feels the drag force Q*v with
    Q = n0*kF*sigma_tr(kF)
      = (4 pi n0/kF) * sum_l (l+1) sin^2(delta_l - delta_{l+1}),
where delta_l are phase shifts at the Fermi momentum kF of the self-consistent
Kohn-Sham potential of a nucleus Z in an electron gas of density n0, and
    (2/pi) sum_l (2l+1) delta_l(kF) = Z      (Friedel sum rule).

Symbols: r radius, R radius of the sphere outside which the potential is zero,
w = r*v(r) with v the potential energy of an electron, shift = constant added to
v inside the sphere to enforce the Friedel sum, u = r * radial wave function.
"""
from types import SimpleNamespace
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss, legval
from scipy import constants as const
from scipy.integrate import solve_ivp, cumulative_trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn
from pyscf.dft import libxc

pi = np.pi


def vxc(n):
    """Slater exchange plus Perdew-Wang correlation potential, unpolarized."""
    rs = (3 / (4 * pi * n)) ** (1 / 3)
    x = np.sqrt(rs)
    a, a1 = 0.031091, 0.21370
    b1, b2, b3, b4 = 7.5957, 3.5876, 1.6382, 0.49294
    q0 = -2 * a * (1 + a1 * rs)
    q1 = 2 * a * (b1 * x + b2 * x**2 + b3 * x**3 + b4 * x**4)
    dq1 = a * (b1 / x + 2 * b2 + 3 * b3 * x + 4 * b4 * x**2)
    log = np.log1p(1 / q1)
    slope = -2 * a * a1 * log - q0 * dq1 / (q1**2 + q1)
    return -(3 * n / pi) ** (1 / 3) + q0 * log - rs / 3 * slope


def lobatto(p):
    """Gauss-Lobatto nodes, weights and differentiation matrix on [-1, 1]."""
    poly = Legendre.basis(p)
    inner = np.sort(np.real(poly.deriv().roots()))
    x = np.concatenate(([-1.0], inner, [1.0]))
    val = poly(x)
    diff = x[:, None] - x[None, :]
    np.fill_diagonal(diff, 1.0)
    d = val[:, None] / (val[None, :] * diff)
    np.fill_diagonal(d, 0.0)
    d[0, 0], d[p, p] = -p * (p + 1) / 4, p * (p + 1) / 4
    return x, 2 / (p * (p + 1) * val**2), d


def transport_cross_section(delta, k):
    """Phase-shift sum; delta has the angular momentum on its first axis."""
    nxt = np.concatenate((delta[1:], np.zeros_like(delta[:1])))
    weight = np.arange(1, len(delta) + 1)
    return 4 * pi / k**2 * (weight @ np.sin(delta - nxt) ** 2)


class Sphere:
    """Jellium with an atom at the centre of a sphere of radius R."""

    def __init__(self, rs, R, order=10, nk=48):
        self.R = R
        self.n0 = 3 / (4 * pi * rs**3)
        self.kF = (3 * pi**2 * self.n0) ** (1 / 3)
        outer = np.linspace(4.0, R, int(round((R - 4) / 2)) + 1)
        edges = np.concatenate(([0.0, 0.4, 1.2, 2.5], outer))
        x, wt, d = lobatto(order)
        size = order * (len(edges) - 1) + 1
        stiff, mass, r = np.zeros((size, size)), np.zeros(size), np.zeros(size)
        for e in range(len(edges) - 1):
            h = edges[e + 1] - edges[e]
            s = slice(e * order, e * order + order + 1)
            stiff[s, s] += 2 / h * (d.T * wt) @ d
            mass[s] += wt * h / 2
            r[s] = edges[e] + (x + 1) * h / 2
        stiff, self.m, self.r = stiff[1:, 1:], mass[1:], r[1:]
        n = size - 1
        self.l = np.arange(int(self.kF * R) + 5)
        root = np.sqrt(self.m)
        self.h0 = np.zeros((len(self.l), n, n))
        for l in self.l:
            h = stiff / 2 + np.diag(self.m * l * (l + 1) / (2 * self.r**2))
            h[-1, -1] += l / (2 * R)
            self.h0[l] = h / np.outer(root, root)
        self.free_levels = np.linalg.eigvalsh(self.h0)
        g, gw = leggauss(nk)
        self.k, self.wk = (g + 1) * self.kF / 2, gw * self.kF / 2
        arg = self.r[:, None] * self.k
        self.free2 = np.array([(arg * spherical_jn(int(l), arg)) ** 2
                               for l in self.l])
        self.edge_k = self.edge(self.k)
        self.edge_F = self.edge(np.array([self.kF]))
        self.green = np.zeros((n, n))
        self.green[:-1, :-1] = np.linalg.inv(stiff[:-1, :-1]) * self.m[:-1]

    def edge(self, k):
        """Free waves kr*j, kr*y at R and their values of u' + (l/R) u."""
        x = k * self.R
        out = []
        for f in (spherical_jn, spherical_yn):
            val = np.array([f(int(l), x) for l in self.l])
            der = np.array([f(int(l), x, derivative=True) for l in self.l])
            out += [x * val, k * (val + x * der)
                    + self.l[:, None] / self.R * x * val]
        return out

    def scatter(self, levels, amp, k, edge):
        """Tangent and absolute value of the phase shifts at momenta k."""
        J, Jb, Y, Yb = edge
        E = k**2 / 2
        ratio = 0.5 * np.sum(amp[:, :, None] ** 2
                             / (levels[:, :, None] - E), axis=1)
        tan = (J - ratio * Jb) / (Y - ratio * Yb)
        turns = ((levels[:, :, None] < E).sum(1)
                 - (self.free_levels[:, :, None] < E).sum(1))
        angle = pi * turns + np.arctan(ratio) - np.arctan(J / Jb)
        whole = np.round(angle / pi)
        near = np.abs(angle - pi * whole) < 1e-10
        delta = np.where(near, np.arctan(tan) + pi * whole,
                         np.mod(np.arctan(tan), pi)
                         + pi * np.floor(angle / pi))
        return tan, delta

    def friedel(self, levels, amp):
        delta = self.scatter(levels, amp, np.array([self.kF]), self.edge_F)[1]
        return 2 / pi * np.sum((2 * self.l + 1) * delta[:, 0])

    def respond(self, w, Z, enforce):
        """Density and new potential produced by the potential w/r."""
        n = len(self.r)
        h = self.h0.copy()
        h[:, np.arange(n), np.arange(n)] += w / self.r
        levels, vec = np.linalg.eigh(h)
        chi = vec / np.sqrt(self.m)[:, None]
        amp = chi[:, -1, :]
        shift = 0.0
        if enforce:
            shift = brentq(lambda c: self.friedel(levels + c, amp) - Z,
                           -0.4, 0.4, xtol=1e-14)
        levels = levels + shift
        tan = self.scatter(levels, amp, self.k, self.edge_k)[0]
        cos = 1 / np.sqrt(1 + tan**2)
        scale = cos * self.edge_k[1] - tan * cos * self.edge_k[3]
        coef = 0.5 * amp[:, :, None] / (levels[:, :, None] - self.k**2 / 2)
        u = (chi @ coef) * scale[:, None, :]
        shell = 4 / pi * ((2 * self.l + 1) @ ((u**2 - self.free2) @ self.wk))
        bound = [(int(l), int(i)) for l, i in np.argwhere(levels < 0)]
        for l, i in bound:
            shell = shell + 2 * (2 * l + 1) * chi[l, :, i] ** 2
        dn = shell / (4 * pi * self.r**2)
        new = -Z * (1 - self.r / self.R) + self.green @ (4 * pi * self.r * dn)
        total = np.maximum(self.n0 + dn, 1e-8)
        new = new + self.r * (vxc(total) - vxc(self.n0))
        return SimpleNamespace(w=w, new=new, shift=shift, levels=levels,
                               amp=amp, tan=tan, shell=shell, bound=bound, Z=Z)

    def embed(self, Z, enforce=True):
        """Self-consistent atom: Thomas-Fermi preconditioner and Anderson."""
        n = len(self.r)
        project = np.eye(n)
        if enforce:
            mr = self.m * self.r
            project -= np.outer(self.r, mr) / (mr @ self.r)
        jac = np.eye(n) + 4 * self.kF / pi * self.green @ project
        precond = np.linalg.inv(jac)
        w = -Z * np.exp(-1.3 * self.r)
        ws, gs = [], []
        for iteration in range(1, 91):
            state = self.respond(w, Z, enforce)
            g = precond @ (state.new - w)
            if np.max(np.abs(g)) < 1e-8:
                state.iterations = iteration
                state.delta = self.phases(state, np.array([self.kF]))[:, 0]
                sigma = transport_cross_section(state.delta, self.kF)
                state.Q = self.n0 * self.kF * sigma
                return state
            ws, gs = (ws + [w])[-8:], (gs + [g])[-8:]
            step = 0.5 * g
            if len(gs) > 1:
                dg = np.array([g - q for q in gs[:-1]]).T
                dw = np.array([w - q for q in ws[:-1]]).T
                c = np.linalg.lstsq(dg, g, rcond=1e-12)[0]
                step = step - (dw + 0.5 * dg) @ c
            w = w + step
        raise RuntimeError("self-consistency not reached")

    def phases(self, state, k):
        return self.scatter(state.levels, state.amp, k, self.edge(k))[1]


# ---------------------------------------------------------------- calculation
rs, Z = 2.0, 3
gas = Sphere(rs, 14.0)
kF, n0, R = gas.kF, gas.n0, gas.R
atom = gas.embed(Z)
delta = atom.delta
friedel_sum = 2 / pi * np.sum((2 * gas.l + 1) * delta)
assert abs(friedel_sum - Z) < 1e-6

# exchange-correlation potential against libxc
dens = np.array([0.003, n0, 0.3, 5.0])
reference = np.ravel(libxc.eval_xc("LDA_X,LDA_C_PW", dens)[1][0])
assert np.allclose(vxc(dens), reference, rtol=1e-4)

# bound orbitals must be contained in the sphere
assert len(atom.bound) > 0
assert all(abs(atom.amp[l, i]) < 1e-5 for l, i in atom.bound)
e1s = atom.levels[0, 0]
spline = CubicSpline(np.concatenate(([0.0], gas.r)),
                     np.concatenate(([-float(Z)], atom.w)))


def potential(r):
    return spline(r) / r + atom.shift


# deepest level by finite differences; the step error is of order Z^4 h^2/8
h = 0.004
grid = np.arange(1, 2000) * h
e1s_fd = eigh_tridiagonal(1 / h**2 + potential(grid),
                          np.full(len(grid) - 1, -0.5 / h**2),
                          eigvals_only=True, select="i",
                          select_range=(0, 0))[0]
assert abs(e1s_fd - e1s) < 1e-3

# absolute phases by integrating the variable-phase equation outward
ode_phase = []
for l, start in ((0, 1e-4), (1, 0.02), (2, 0.05)):
    def slope(r, y, l=l):
        x = kF * r
        wave = x * (np.cos(y[0]) * spherical_jn(l, x)
                    - np.sin(y[0]) * spherical_yn(l, x))
        return [-2 * potential(r) / kF * wave**2]
    sol = solve_ivp(slope, (start, R), [0.0], method="DOP853",
                    rtol=1e-8, atol=1e-13, max_step=0.5)
    ode_phase.append(sol.y[0, -1])
ode_error = np.max(np.abs(np.array(ode_phase) - delta[:3]))
assert ode_error < 5e-4          # limited by the cubic interpolation of w

# displaced charge counted in space, inside and far outside the sphere
inside = gas.m @ atom.shell
far = np.linspace(R, 60.0, 461)
arg = far[:, None] * gas.k
outside = np.zeros(len(far))
for l in gas.l:
    J, Y = arg * spherical_jn(int(l), arg), arg * spherical_yn(int(l), arg)
    cos = 1 / np.sqrt(1 + atom.tan[l] ** 2)
    wave = cos * J - atom.tan[l] * cos * Y
    outside += 4 / pi * (2 * l + 1) * ((wave**2 - J**2) @ gas.wk)
charge = inside + cumulative_trapezoid(outside, far, initial=0)
period = pi / kF
window = np.maximum(0, 1 - np.abs(far - (far[-1] - period)) / period)
counted = window @ charge / window.sum()
assert abs(counted - friedel_sum) < 5e-3   # remaining Friedel oscillation

# transport cross section from the scattering amplitude
mu, wmu = leggauss(80)
amplitude = legval(mu, (2 * gas.l + 1) * (np.exp(2j * delta) - 1)) / (2j * kF)
sigma_angle = 2 * pi * wmu @ (np.abs(amplitude) ** 2 * (1 - mu))
sigma = transport_cross_section(delta, kF)
assert abs(sigma_angle / sigma - 1) < 1e-8

# force from a Fermi sphere displaced by a finite small velocity
vel = 0.02
g, gw = leggauss(24)
kk = kF + vel * g
sig_k = transport_cross_section(gas.phases(atom, kk), kk)
mu_max = (kF**2 - vel**2 - kk**2) / (2 * kk * vel)
force = vel * gw @ (kk**4 * sig_k * (1 - mu_max**2)) / (4 * pi**2)
assert abs(force / vel / atom.Q - 1) < 0.01

# weak charges: full self-consistent chain against linear response
z = 0.02
q_plus, q_minus = gas.embed(z).Q / z**2, gas.embed(-z).Q / z**2
q_mean = (q_plus + q_minus) / 2
g, gw = leggauss(300)
q, wq = (g + 1) * kF, gw * kF
y = q / (2 * kF)
chi0 = -kF / pi**2 * (0.5 + (1 - y**2) / (4 * y)
                      * np.log((1 + y) / np.abs(1 - y)))
fxc = (vxc(n0 * 1.001) - vxc(n0 * 0.999)) / (0.002 * n0)
screened = -4 * pi / q**2 / (1 - (4 * pi / q**2 + fxc) * chi0)
q_linear = wq @ (q**3 * screened**2) / (12 * pi**3)
assert abs(q_mean / q_linear - 1) < 0.01

# smaller sphere, with and without enforcing the Friedel sum
small = Sphere(rs, 10.0)
atom_small = small.embed(Z)
atom_free = small.embed(Z, enforce=False)
sum_free = small.friedel(atom_free.levels, atom_free.amp)
assert abs(atom_small.Q / atom.Q - 1) < 0.02
assert abs(atom_free.Q / atom_small.Q - 1) < 0.02

# --------------------------------------------------------------------- output
a0 = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy in eV"][0]
print(f"nuclear charge Z = {Z}, density parameter r_s = {rs:.1f} bohr")
print(f"gas density n0 = {n0:.6f} bohr^-3")
print(f"Fermi momentum kF = {kF:.5f} a.u.")
print(f"Fermi energy = {kF**2 / 2:.5f} hartree")
print(f"sphere radius R = {R:.1f} bohr, largest l = {gas.l[-1]}")
print(f"radial nodes = {len(gas.r)}, momentum nodes = {len(gas.k)}")
print(f"iterations to self-consistency = {atom.iterations}")
print(f"number of bound levels (without m and spin) = {len(atom.bound)}")
print(f"1s level from band bottom = {e1s:.5f} hartree")
print(f"1s level, finite differences = {e1s_fd:.5f} hartree")
low = gas.phases(atom, gas.k[:1])[0, 0]
print(f"delta_0/pi at k = {gas.k[0]:.5f} a.u.: {low / pi:.5f}")
nxt = np.append(delta[1:], 0.0)
parts = 4 * pi * n0 / kF * (gas.l + 1) * np.sin(delta - nxt) ** 2
for l in range(6):
    print(f"l={l}: delta = {delta[l]:.5f} rad, Friedel term = "
          f"{2 / pi * (2 * l + 1) * delta[l]:.5f}, Q term = {parts[l]:.5f} a.u.")
print(f"Friedel terms with l > 5, total = "
      f"{2 / pi * np.sum((2 * gas.l[6:] + 1) * delta[6:]):.5f}")
print(f"Friedel sum = {friedel_sum:.6f} electrons")
print(f"constant shift enforcing it = {atom.shift:.3e} hartree")
print(f"displaced charge inside R = {inside:.5f} electrons")
print(f"displaced charge counted far out = {counted:.5f} electrons")
print(f"largest phase difference to ODE, l=0..2 = {ode_error:.1e} rad")
print(f"transport cross section, phase sum = {sigma:.5f} bohr^2")
print(f"transport cross section, angle integral = {sigma_angle:.5f} bohr^2")
print(f"friction coefficient Q = {atom.Q:.5f} a.u.")
print(f"friction coefficient Q = {atom.Q * const.hbar / a0**2:.4e} kg/s")
print(f"force/velocity at v = {vel} a.u.: {force / vel:.5f} a.u.")
print(f"stopping power at v = 0.1 a.u.: {0.1 * atom.Q:.5f} hartree/bohr")
print(f"the same = {0.1 * atom.Q * hartree / (a0 * 1e10):.4f} eV/angstrom")
print(f"weak charge Z = +{z}: Q/Z^2 = {q_plus:.5f} a.u.")
print(f"weak charge Z = -{z}: Q/Z^2 = {q_minus:.5f} a.u.")
print(f"mean of the two = {q_mean:.5f} a.u.")
print(f"linear response Q/Z^2 = {q_linear:.5f} a.u.")
print(f"linear response extrapolated to Z = {Z}: {Z**2 * q_linear:.5f} a.u.")
print(f"R = {small.R:.0f} bohr, sum enforced: Q = {atom_small.Q:.5f} a.u.")
print(f"R = {small.R:.0f} bohr, shift = {atom_small.shift:.3e} hartree")
print(f"R = {small.R:.0f} bohr, not enforced: Q = {atom_free.Q:.5f} a.u.")
print(f"R = {small.R:.0f} bohr, not enforced: sum = {sum_free:.5f} electrons")
print("success")
```

Printed output:

```
nuclear charge Z = 3, density parameter r_s = 2.0 bohr
gas density n0 = 0.029842 bohr^-3
Fermi momentum kF = 0.95958 a.u.
Fermi energy = 0.46040 hartree
sphere radius R = 14.0 bohr, largest l = 17
radial nodes = 90, momentum nodes = 48
iterations to self-consistency = 11
number of bound levels (without m and spin) = 1
1s level from band bottom = -1.41390 hartree
1s level, finite differences = -1.41377 hartree
delta_0/pi at k = 0.00059 a.u.: 0.99997
l=0: delta = 2.66282 rad, Friedel term = 1.69521, Q term = 0.28000 a.u.
l=1: delta = 0.53051 rad, Friedel term = 1.01321, Q term = 0.15422 a.u.
l=2: delta = 0.07023 rad, Friedel term = 0.22353, Q term = 0.00406 a.u.
l=3: delta = 0.01132 rad, Friedel term = 0.05045, Q term = 0.00012 a.u.
l=4: delta = 0.00239 rad, Friedel term = 0.01370, Q term = 0.00001 a.u.
l=5: delta = 0.00039 rad, Friedel term = 0.00274, Q term = 0.00000 a.u.
Friedel terms with l > 5, total = 0.00116
Friedel sum = 3.000000 electrons
constant shift enforcing it = -4.418e-05 hartree
displaced charge inside R = 3.02998 electrons
displaced charge counted far out = 3.00008 electrons
largest phase difference to ODE, l=0..2 = 5.0e-06 rad
transport cross section, phase sum = 15.31028 bohr^2
transport cross section, angle integral = 15.31028 bohr^2
friction coefficient Q = 0.43842 a.u.
friction coefficient Q = 1.6510e-14 kg/s
force/velocity at v = 0.02 a.u.: 0.43835 a.u.
stopping power at v = 0.1 a.u.: 0.04384 hartree/bohr
the same = 2.2544 eV/angstrom
weak charge Z = +0.02: Q/Z^2 = 0.23095 a.u.
weak charge Z = -0.02: Q/Z^2 = 0.22520 a.u.
mean of the two = 0.22807 a.u.
linear response Q/Z^2 = 0.22809 a.u.
linear response extrapolated to Z = 3: 2.05283 a.u.
R = 10 bohr, sum enforced: Q = 0.43834 a.u.
R = 10 bohr, shift = 2.346e-04 hartree
R = 10 bohr, not enforced: Q = 0.43852 a.u.
R = 10 bohr, not enforced: sum = 3.02742 electrons
success
```
